**Surface impedance of a thick conductor with a thin coating**

For coating thickness \(t\), conductivity ratio \(s=\sigma_1/\sigma_2\) and metal skin depth \(\delta\), the leading changes are \(\Delta X=\omega\mu_0t(1-s)\) and \(\Delta R=2s(1-s)(t/\delta)^2R_2\), where \(R_2\) is the bare surface resistance. The program solves Maxwell's equations in each layer by Chebyshev collocation and asserts that the impedance agrees with the expansion for \(s=0.01\), 0.5 and 3. It also asserts that, at first order, the heat gained by the coating equals the heat lost by the metal. Further assertions cover finite metal thickness, carrier relaxation and coating permeability, including cases in which resistance changes at first order. A separate integral tests the small reactance excess caused by diffuse surface scattering. For a 50 nm coating with \(s=0.01\) at 10 GHz, the output gives \(\Delta X/R_2=0.139\) and \(\Delta R/R_2=1.02\times10^{-4}\). It also estimates neglected effects; with the rough inputs used, surface roughness changes the resistance far more than the coating does.

## Check in Python

```python
# RESULT UNDER TEST
# A thin coating (thickness t, conductivity sigma1) on a thick ohmic conductor
# (conductivity sigma2, skin depth delta, surface resistance R2) changes the
# surface impedance Z = R + jX = E/H at the outer face, time factor exp(+jwt), by
#   dX = w mu0 t (1 - s) + O(t^2),   dR = 2 s (1 - s) (t/delta)^2 R2 + O(t^3),
# where s = sigma1/sigma2. There is no first-order dR because R2 = X2.
# Scaled variables: depth in delta, E in R2*H0, H in H0, conductivity g in sigma2,
# relative permeability mu. Then dE/dz = -2j mu H and dH/dz = -g E.
import numpy as np
from numpy.polynomial.chebyshev import chebvander
from scipy.constants import mu_0, epsilon_0


def chebyshev(n):
    """Nodes run from +1 to -1; returns derivative matrix and quadrature weights."""
    k = np.arange(n + 1)
    x = np.cos(np.pi * k / n)
    c = np.r_[2.0, np.ones(n - 1), 2.0] * (-1.0) ** k
    D = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(n + 1))
    D -= np.diag(D.sum(axis=1))
    moments = np.zeros(n + 1)
    moments[::2] = 2.0 / (1.0 - k[::2] ** 2)
    return D, np.linalg.solve(chebvander(x, n).T, moments)


RULES = {n: chebyshev(n) for n in (16, 64)}


def solve_fields(layers):
    """Layers (thickness, g, mu), outermost first; H = 1 outside, H = 0 at the back.
    Returns Z/R2 and the Joule loss of each layer in units of R2 |H0|^2 / 2."""
    orders = [16 if L < 1 else 64 for L, g, mu in layers]
    total = sum(2 * (n + 1) for n in orders)
    A = np.zeros((total, total), complex)
    spans, start = [], 0
    for (L, g, mu), n in zip(layers, orders):
        m = n + 1
        e, h = slice(start, start + m), slice(start + m, start + 2 * m)
        D = RULES[n][0]
        A[e, e], A[e, h] = -D, 1j * mu * L * np.eye(m)
        A[h, h], A[h, e] = -D, 0.5 * g * L * np.eye(m)
        spans.append((e, h))
        start += 2 * m
    conditions, values = [], []

    def impose(entries, value):
        row = np.zeros(total, complex)
        for index, coefficient in entries:
            row[index] = coefficient
        conditions.append(row)
        values.append(value)

    impose([(spans[0][1].start, 1)], 1.0)
    for upper, lower in zip(spans[:-1], spans[1:]):
        for a, b in zip(upper, lower):
            impose([(a.stop - 1, 1), (b.start, -1)], 0.0)
    impose([(spans[-1][1].stop - 1, 1)], 0.0)
    matrix = np.vstack([A, np.array(conditions)])
    rhs = np.r_[np.zeros(total), values].astype(complex)
    u = np.linalg.lstsq(matrix, rhs, rcond=None)[0]
    losses = [np.real(g) * L / 2 * (RULES[n][1] @ np.abs(u[e]) ** 2)
              for (L, g, mu), n, (e, h) in zip(layers, orders, spans)]
    return u[spans[0][0].start], losses


THICK = (20.0, 1.0, 1.0)
z_bare, loss_bare = solve_fields([THICK])
assert abs(z_bare - (1 + 1j)) < 1e-8

# Expansion in coating thickness, for poorer and better conducting coatings
x = 0.01
for s in (0.01, 0.5, 3.0):
    change = solve_fields([(x, s, 1.0), THICK])[0] - z_bare
    dR = 2*s*(1 - s)*x**2 + 4/3*s*(1 - s)*(1 - 3*s)*x**3
    dX = 2*(1 - s)*x - 2*s*(1 - s)*x**2
    tolerance = 20 * s**3 * x**4 + 1e-9   # fourth-order remainder plus round-off
    assert abs(change.real - dR) < tolerance
    assert abs(change.imag - dX) < tolerance
same_metal = solve_fields([(0.3, 1.0, 1.0), THICK])[0]
assert abs(same_metal - z_bare) < 1e-8

# Loss budget: coating gains 2 s x, conductor loses 2 s x, at first order
x, s = 1e-3, 0.3
z, loss = solve_fields([(x, s, 1.0), THICK])
assert abs(sum(loss) - z.real) < 1e-8
assert abs(loss[0] / (2 * s * x) - 1) < 0.01
assert abs((loss[1] - loss_bare[0]) / (-2 * s * x) - 1) < 0.01


# General first-order rule dZ/dx = 2j mu - g Z2^2, including cases where R changes
def initial_slope(substrate, g, mu):
    step = 0.002
    f0 = solve_fields([substrate])[0]
    f1 = solve_fields([(step / 2, g, mu), substrate])[0]
    f2 = solve_fields([(step, g, mu), substrate])[0]
    return f0, (4 * f1 - f2 - 3 * f0) / step


THIN = (0.7, 1.0, 1.0)
RELAXING = (20.0, 1 / (1 + 0.5j), 1.0)
cases = {"thick ohmic": (THICK, 0.3, 1.0),
         "coating mu_r=5": (THICK, 0.3, 5.0),
         "coating mu_r=1-0.3j": (THICK, 0.3, 1 - 0.3j),
         "metal 0.7 delta thick": (THIN, 0.3, 1.0),
         "metal with w*tau=0.5": (RELAXING, 0.3, 1.0)}
slopes = {}
for name, (substrate, g, mu) in cases.items():
    z2, slope = initial_slope(substrate, g, mu)
    assert abs(slope - (2j * mu - g * z2**2)) < 3e-4, name
    slopes[name] = (z2, slope)
assert abs(slopes["thick ohmic"][1].real) < 3e-4
assert abs(slopes["coating mu_r=5"][1].real) < 3e-4
assert slopes["coating mu_r=1-0.3j"][1].real > 0.1
assert slopes["metal 0.7 delta thick"][1].real < -0.1
assert slopes["metal with w*tau=0.5"][1].real > 0.1


# Half-space with nonlocal conduction and diffuse surface scattering
def diffuse_impedance(path):
    """Z in units of local R2; path = mean free path / delta."""
    u = np.linspace(-35, 35, 7001)
    q = np.exp(u)
    a = q * path
    full = 1.5 * ((1 + a**2) * np.arctan(a) - a) / a**3
    response = np.where(a < 0.01, 1 - a**2 / 5 + 3 * a**4 / 35, full)
    integral = np.sum(q * np.log(1 + 2j * response / q**2)) * (u[1] - u[0])
    return 2j * np.pi / integral


z = diffuse_impedance(0.005)
assert abs((z.imag / z.real - 1) / (3 * 0.005 / 8) - 1) < 0.05
z_extreme = diffuse_impedance(1e4)
ratio_extreme = z_extreme.imag / z_extreme.real
assert abs(ratio_extreme - np.sqrt(3)) < 0.03

# Worked example: rough values, thick copper line with refractory barrier coating
rho2, rho1 = 2e-8, 200e-8            # ohm m
t, frequency = 50e-9, 10e9           # m, Hz
metal_thickness = 3e-6               # m
mean_free_path, fermi_speed = 40e-9, 1.6e6   # m, m/s
coating_permittivity = 10.0          # relative
roughness = 50e-9                    # m, rms
temperature_coefficient = 0.004      # 1/K, of rho2
s = rho2 / rho1


def skin_depth(f):
    return np.sqrt(2 * rho2 / (2 * np.pi * f * mu_0))


def coated_change(thickness, f):
    depth = thickness / skin_depth(f)
    return solve_fields([(depth, s, 1.0), THICK])[0] - z_bare


omega = 2 * np.pi * frequency
delta = skin_depth(frequency)
R2 = rho2 / delta
x = t / delta
z_coated, loss = solve_fields([(x, s, 1.0), THICK])
change = z_coated - z_bare
dR_lead = 2 * s * (1 - s) * x**2
dR_next = dR_lead * (1 + 2 / 3 * (1 - 3 * s) * x)
dX_lead = 2 * (1 - s) * x
assert abs(change.real / dR_next - 1) < 0.01
assert abs(change.imag - (dX_lead - dR_lead)) < 1e-6
assert abs(omega * mu_0 * t * (1 - s) / R2 - dX_lead) < 1e-10

print(f"Metal resistivity: {rho2*1e8:.1f} uohm cm")
print(f"Coating resistivity: {rho1*1e8:.1f} uohm cm")
print(f"Conductivity ratio s: {s:.3f}")
print(f"Coating thickness: {t*1e9:.1f} nm")
print(f"Frequency: {frequency/1e9:.1f} GHz")
print(f"Metal skin depth: {delta*1e9:.1f} nm")
print(f"t/delta: {x:.5f}")
print(f"Bare R2 = X2: {R2*1e3:.3f} mohm/square")
print(f"Coated R: {z_coated.real*R2*1e3:.4f} mohm/square")
print(f"Coated X: {z_coated.imag*R2*1e3:.4f} mohm/square")
print(f"dX/R2, field solution: {change.imag:.6f}")
print(f"dX/R2, first order: {dX_lead:.6f}")
print(f"dR/R2, field solution: {change.real:.4e}")
print(f"dR/R2, second order: {dR_lead:.4e}")
print(f"dR/R2, through third order: {dR_next:.4e}")
print(f"dX/dR: {change.imag/change.real:.0f}")
print(f"Coating loss/R2: {loss[0]:.4e}")
print(f"Metal loss change/R2: {loss[1]-loss_bare[0]:.4e}")
print(f"First-order size 2*s*t/delta: {2*s*x:.4e}")
print(f"Added inductance, first order: {mu_0*t*(1-s)*1e12:.5f} pH/square")
print("Thickness sweep: t (nm), dX/R2, dR/R2")
for thickness in (25e-9, 50e-9, 100e-9):
    d = coated_change(thickness, frequency)
    print(f"  {thickness*1e9:.0f}  {d.imag:.5f}  {d.real:.3e}")
print("Frequency sweep: f (GHz), dX/R2, dR/R2")
for f in (1e9, 10e9, 100e9):
    d = coated_change(t, f)
    print(f"  {f/1e9:.0f}  {d.imag:.5f}  {d.real:.3e}")
print("First-order slopes at s=0.3, in R2 per t/delta:")
print("  case: R/R2, X/R2 of bare metal; slope of R, slope of X")
for name, (z2, slope) in slopes.items():
    print(f"  {name}: {z2.real:.3f}, {z2.imag:.3f}; "
          f"{slope.real+0.0:.3f}, {slope.imag:.3f}")
print(f"X/R, extreme anomalous limit: {ratio_extreme:.3f}")

# Neglected effects for the same example
z_nonlocal = diffuse_impedance(mean_free_path / delta)
dR_nonlocal = s * x * (z_nonlocal.imag**2 - z_nonlocal.real**2) / z_nonlocal.real
omega_tau = omega * mean_free_path / fermi_speed
z_relax = solve_fields([(20.0, 1 / (1 + 1j * omega_tau), 1.0)])[0]
dR_relax = s * x * (z_relax.imag**2 - z_relax.real**2) / z_relax.real
dR_displacement = 2 * x * omega * epsilon_0 * coating_permittivity * rho2
z_slab = solve_fields([(metal_thickness / delta, 1.0, 1.0)])[0]
dR_slab = s * x * (z_slab.imag**2 - z_slab.real**2) / z_slab.real
rough_excess = 2 / np.pi * np.arctan(1.4 * (roughness / delta) ** 2)
R_per_kelvin = temperature_coefficient / 2
print("Neglected effects (rough inputs):")
print(f"  Mean free path: {mean_free_path*1e9:.0f} nm; /delta: "
      f"{mean_free_path/delta:.4f}")
print(f"  Nonlocal bare X/R - 1: {z_nonlocal.imag/z_nonlocal.real-1:.4f}")
print(f"  First-order dR/R, nonlocal metal: {dR_nonlocal:.2e}")
print(f"  Fermi speed: {fermi_speed:.1e} m/s; w*tau: {omega_tau:.2e}")
print(f"  First-order dR/R, relaxation in metal: {dR_relax:.2e}")
print(f"  dR/R, displacement (eps_r={coating_permittivity:.0f}): "
      f"{dR_displacement:.2e}")
print(f"  First-order dR/R, metal {metal_thickness*1e6:.0f} um thick: {dR_slab:.2e}")
print(f"  Excess R/R, {roughness*1e9:.0f} nm rms roughness: {rough_excess:.2e}")
print(f"  Metal resistivity coefficient: {temperature_coefficient:.4f} 1/K")
print(f"  Warming that matches coating dR: {change.real/R_per_kelvin:.3f} K")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Metal resistivity: 2.0 uohm cm
Coating resistivity: 200.0 uohm cm
Conductivity ratio s: 0.010
Coating thickness: 50.0 nm
Frequency: 10.0 GHz
Metal skin depth: 711.8 nm
t/delta: 0.07025
Bare R2 = X2: 28.099 mohm/square
Coated R: 28.1021 mohm/square
Coated X: 32.0049 mohm/square
dX/R2, field solution: 0.138994
dX/R2, first order: 0.139091
dR/R2, field solution: 1.0214e-04
dR/R2, second order: 9.7709e-05
dR/R2, through third order: 1.0215e-04
dX/dR: 1361
Coating loss/R2: 1.5062e-03
Metal loss change/R2: -1.4040e-03
First-order size 2*s*t/delta: 1.4050e-03
Added inductance, first order: 0.06220 pH/square
Thickness sweep: t (nm), dX/R2, dR/R2
  25  0.06952  2.498e-05
  50  0.13899  1.021e-04
  100  0.27779  4.262e-04
Frequency sweep: f (GHz), dX/R2, dR/R2
  1  0.04397  9.911e-06
  10  0.13899  1.021e-04
  100  0.43887  1.117e-03
First-order slopes at s=0.3, in R2 per t/delta:
  case: R/R2, X/R2 of bare metal; slope of R, slope of X
  thick ohmic: 1.000, 1.000; -0.000, 1.400
  coating mu_r=5: 1.000, 1.000; -0.000, 9.400
  coating mu_r=1-0.3j: 1.000, 1.000; 0.600, 1.400
  metal 0.7 delta thick: 1.459, 0.464; -0.574, 1.594
  metal with w*tau=0.5: 0.786, 1.272; 0.300, 1.400
X/R, extreme anomalous limit: 1.726
Neglected effects (rough inputs):
  Mean free path: 40 nm; /delta: 0.0562
  Nonlocal bare X/R - 1: 0.0203
  First-order dR/R, nonlocal metal: 2.88e-05
  Fermi speed: 1.6e+06 m/s; w*tau: 1.57e-03
  First-order dR/R, relaxation in metal: 2.21e-06
  dR/R, displacement (eps_r=10): 1.56e-08
  First-order dR/R, metal 3 um thick: -1.03e-06
  Excess R/R, 50 nm rms roughness: 4.40e-03
  Metal resistivity coefficient: 0.0040 1/K
  Warming that matches coating dR: 0.051 K
ALL CHECKS PASSED
```
